# Internal Fields in a Periodic Superlattice of Two Polar Insulators

## The situation

Grow two polar insulators in alternating layers, for example hafnia-zirconia films of two compositions. Each material, taken alone at zero field, has its own polarization along the growth direction. Where the layers meet, the mismatch leaves bound charge, and the charged interfaces produce electric fields inside the layers. The same happens in a first-principles calculation with a periodic supercell, even though no field has been applied. These fields shift the ions, tilt the bands and change the polarization that the calculation reports. They follow from two conditions: the potential repeats from one supercell to the next, and the normal displacement field is continuous.

## Conventions and assumptions

Let \(z\) be the stacking direction. One period contains layer 1, of thickness \(l_1\), followed by layer 2, of thickness \(l_2\). The interface met on leaving layer 1 in the \(+z\) direction is called 1|2, the other 2|1. All vectors point along \(z\), and a positive value means along \(+z\).

The algebra is in atomic units, with \(e=1\) and \(4\pi\varepsilon_0=1\). Fields are macroscopic: the variation within a lattice period has been averaged out. With \(V\) the electrostatic potential and \(P^{\rm tot}\) the total polarization,

\[
E=-\frac{dV}{dz},\qquad D=E+4\pi P^{\rm tot}. \tag{1}
\]

Let \(P_i\) be the polarization of bulk material \(i\) at zero macroscopic field and at the in-plane strain of the superlattice. A field \(E_i\) adds an induced part. To first order in the field,

\[
P_i^{\rm tot}=P_i+\chi_iE_i,\qquad \varepsilon_i=1+4\pi\chi_i. \tag{2}
\]

The dielectric constant must match the calculation being described. If the ions stay at their zero-field positions, \(\varepsilon_i\) is the electronic constant. If they relax, it is the static constant, under the same mechanical conditions.

A bulk polarization is defined up to a quantum, which corresponds to moving whole electrons by a lattice period. \(P_1\) and \(P_2\) must therefore be taken on one branch, connected by a continuous path of insulating states that suits the actual interface. Otherwise their difference could contain a spurious whole charge per interface cell.

Each layer is taken to be uniform, single-domain and thick enough to have a bulk-like interior. At first there is no free charge at the interfaces.

## Continuity of the displacement field

Insert (2) into (1):

\[
D_i=E_i+4\pi P_i+4\pi\chi_iE_i
=(1+4\pi\chi_i)E_i+4\pi P_i
=\varepsilon_iE_i+4\pi P_i. \tag{3}
\]

The zero-field polarization is kept apart from the induced one, which is now contained in \(\varepsilon_i\). Using the total polarization together with \(\varepsilon_i\) would count the response twice.

Gauss's law reads \(dD/dz=4\pi\rho_{\rm free}\). Without free charge, integration across an interface gives \(D_1=D_2\), so that

\[
\varepsilon_1E_1+4\pi P_1=\varepsilon_2E_2+4\pi P_2. \tag{4}
\]

This is one equation for two unknown fields. If \(P_1\ne P_2\), it already excludes the solution in which both fields vanish.

## The potential over one period

A standard supercell calculation uses a periodic potential, \(V(z+l_1+l_2)=V(z)\). A short-circuited stack of many equal periods obeys the same condition if no voltage is lost at its electrodes.

Crossing layer \(i\) changes the potential by \(-E_il_i\). The averaged potential may also jump at the interfaces, because charge rearranges there over atomic distances. Let the jumps on going along \(+z\) be \(\Delta_{12}\) and \(\Delta_{21}\). The sum of all changes over one period is zero:

\[
-E_1l_1+\Delta_{12}-E_2l_2+\Delta_{21}=0. \tag{5}
\]

With \(\Delta=\Delta_{12}+\Delta_{21}\), this becomes

\[
E_1l_1+E_2l_2=\Delta. \tag{6}
\]

If the two interfaces are mirror images, the jumps are opposite and \(\Delta=0\). In polar layers one interface faces the head of the polarization and the other its tail, so the cancellation is not guaranteed. I keep \(\Delta\) through the elimination, to see how much it matters.

From (6), \(E_2=(\Delta-E_1l_1)/l_2\). Put this into (4):

\[
\varepsilon_1E_1+4\pi P_1
=\frac{\varepsilon_2(\Delta-E_1l_1)}{l_2}+4\pi P_2 .
\]

Multiply by \(l_2\) and collect the terms in \(E_1\) on the left:

\[
(l_2\varepsilon_1+l_1\varepsilon_2)E_1
=4\pi l_2(P_2-P_1)+\varepsilon_2\Delta .
\]

Define

\[
S=l_2\varepsilon_1+l_1\varepsilon_2. \tag{7}
\]

Exchanging the labels 1 and 2 leaves (4), (6) and \(S\) unchanged, so the second field follows from the first:

\[
E_1=\frac{4\pi l_2(P_2-P_1)+\varepsilon_2\Delta}{S},\qquad
E_2=\frac{4\pi l_1(P_1-P_2)+\varepsilon_1\Delta}{S}. \tag{8}
\]

Now increase both thicknesses at a fixed ratio. The polarization terms stay constant, since \(l_1\), \(l_2\) and \(S\) grow together. If \(\Delta\) tends to a constant, its contribution falls as the inverse thickness. In the thick-layer limit,

\[
\boxed{E_1=\frac{4\pi(P_2-P_1)l_2}{l_2\varepsilon_1+l_1\varepsilon_2},\qquad
E_2=\frac{4\pi(P_1-P_2)l_1}{l_2\varepsilon_1+l_1\varepsilon_2}.} \tag{9}
\]

The algebra for \(\Delta\) also covers an applied voltage. If the potential falls by \(U\) per period along \(+z\), the right side of (5) is \(-U\), and \(\Delta\) in (6) and (8) is replaced by \(\Delta+U\).

## Signs and limits

Let \(P_1>P_2\). The zero-field polarizations leave a bound charge \(P_1-P_2>0\) per area at interface 1|2 and the opposite charge at 2|1. The field points away from the positive interface: along \(-z\) in layer 1 and along \(+z\) in layer 2, as (9) says. If both polarizations point the same way, it opposes the larger one and supports the smaller one; if they point in opposite ways, it opposes both.

For \(P_1=P_2\) both fields in (9) vanish, even if the dielectric constants differ. In this limit only the polarization mismatch drives the fields. At finite thickness, a nonzero \(\Delta\) still leaves the fields given by (8), which need not be small in thin layers.

If layer 1 is much thinner than layer 2, and also \(l_1\varepsilon_2\ll l_2\varepsilon_1\), then

\[
E_1\to\frac{4\pi(P_2-P_1)}{\varepsilon_1},\qquad E_2\to0. \tag{10}
\]

The thick layer stays near its zero-field state, and the thin one must carry the displacement \(4\pi P_2\). The layer must still be thick enough for a bulk dielectric constant to have meaning.

If layer 2 is nonpolar, \(P_2=0\) and

\[
E_1=-\frac{4\pi P_1l_2}{S}. \tag{11}
\]

This is the depolarizing field of a polar layer in series with a dielectric. It can be large enough to invalidate the linear response, as the numbers below show.

## The common displacement

Solve (3) for the field, \(E_i=(D-4\pi P_i)/\varepsilon_i\), and use \(l_1E_1+l_2E_2=0\):

\[
D\left(\frac{l_1}{\varepsilon_1}+\frac{l_2}{\varepsilon_2}\right)
=4\pi\left(\frac{l_1P_1}{\varepsilon_1}+\frac{l_2P_2}{\varepsilon_2}\right).
\]

Therefore

\[
\frac{D}{4\pi}=
\frac{l_1P_1/\varepsilon_1+l_2P_2/\varepsilon_2}
{l_1/\varepsilon_1+l_2/\varepsilon_2}. \tag{12}
\]

The left side has a direct meaning. By (1), \(P_i^{\rm tot}=(D-E_i)/4\pi\). Its thickness average is

\[
\frac{l_1P_1^{\rm tot}+l_2P_2^{\rm tot}}{l_1+l_2}
=\frac{D}{4\pi}-\frac{l_1E_1+l_2E_2}{4\pi(l_1+l_2)}
=\frac{D}{4\pi}. \tag{13}
\]

With \(\Delta\) neglected, the polarization of the whole supercell is thus an average of the zero-field values with weights \(l_i/\varepsilon_i\), not \(l_i\). A layer with a small dielectric constant is hard to polarize further and counts for more.

## Free charge at the interfaces

Let interface 1|2 carry a free charge \(\sigma\) per area and interface 2|1 the charge \(-\sigma\), so that the period is neutral. Gauss's law now gives \(D_2-D_1=4\pi\sigma\), or

\[
\varepsilon_1E_1+4\pi P_1=\varepsilon_2E_2+4\pi(P_2-\sigma). \tag{14}
\]

This is (4) with \(P_2\) replaced by \(P_2-\sigma\). With \(\Delta=0\),

\[
E_1=\frac{4\pi(P_2-P_1-\sigma)l_2}{S},\qquad
E_2=-\frac{l_1}{l_2}E_1. \tag{15}
\]

Both fields vanish for \(\sigma=P_2-P_1\). If \(P_1>P_2\), this charge is negative: electrons at 1|2 cancel the positive bound charge there.

## When the layers stop being insulating

The potential difference across either layer, in the limit (9), is

\[
|E_1|l_1=|E_2|l_2=\frac{4\pi|P_2-P_1|\,l_1l_2}{S}. \tag{16}
\]

At a fixed thickness ratio the fields are constant, but this drop grows in proportion to the thickness. It raises the valence edge at one interface towards the conduction edge at the other. When they meet, electrons transfer between the interfaces, a free charge \(\sigma\) appears, and (9) must give way to (15). The drop at which this happens depends mainly on the gaps and band offsets. For clean interfaces it is somewhat larger than the band edges alone suggest, because confinement near the interfaces raises the electron levels and lowers the hole levels. Interface states or traps inside the gap can instead let charge transfer at a smaller drop. Thicker layers therefore improve the neglect of \(\Delta\) but bring the structure closer to gap closure. Equation (15) also treats the free charge as thin sheets at the interfaces. Transferred carriers spread some way into the layers, so it describes them well only if this spread is much smaller than the thicknesses.

## A quantum chain as a check

A small self-consistent model shows whether bulk quantities really predict the superlattice fields. It represents no particular material. Each cell is 5.0 Å long and has two sites, 2.5 Å apart, each with an ionic charge of \(+1\,e\). Two electrons per cell occupy the lower band. The site charges act as uniform planes, with an area of 40.0 Å\(^2\) per chain, and their potential is periodic.

The hopping within a cell is 2.00 eV in material A and 4.00 eV in B. Between cells it is 0.50 eV. The two sites have energies \(\mp0.5000\) eV in A and \(\mp0.6645\) eV in B; the last value was adjusted to give a small polarization difference.

Bulk Berry phases give \(P\) times area as 0.05540 \(e\) in A and 0.04940 \(e\) in B. The dielectric constants come from the fields between two weak external sheets in each pure material: 1.8634 and 1.4470. None of these inputs uses the A/B superlattice.

For 15 cells of A and 10 of B, the thicknesses are 75 and 50 Å, and

\[
S=50(1.8634)+75(1.4470)=201.7\ \text{Å}.
\]

A plane with one electron charge per 40.0 Å\(^2\) makes a field jump of 4.524 V/Å. Equation (9) gives

\[
E_A=\frac{4.524(0.04940-0.05540)\,50}{201.7}
=-0.00673\ \text{V/Å},
\]

and \(E_B=0.01009\) V/Å. The self-consistent fields in the middle of the layers are \(-0.006822\) and \(0.009975\) V/Å. Doubling both layers changes them to \(-0.006776\) and \(0.010034\) V/Å, a shift of 0.7% in \(E_A\).

The remaining deviation has the form predicted by (8). The sum \(E_Al_A+E_Bl_B\) is

\[
-0.006822(75)+0.009975(50)=-0.013\ \text{V}
\]

in the smaller cell, and again \(-0.013\) V in the larger one. This is \(\Delta\), for the nominal thicknesses used. In the smaller cell it should shift \(E_A\) by \(1.4470(-0.013)/201.7=-0.00009\) V/Å, which is the difference found.

A term proportional to inverse thickness is removed by taking twice the larger-cell field minus the smaller-cell field. The results, \(-0.006729\) and \(0.010094\) V/Å, differ from (9) by at most 0.013% of the predicted field; agreement within 1% was required.

The gap falls from 2.801 to 2.295 eV on doubling, a loss of 0.51 eV. The drop across A rises from 0.51 to 1.02 V, by the same amount. This agrees with the band tilting described after (16).

The route to self-consistency also matters. Started from bulk charges arranged to give no macroscopic field, the larger cell never has a gap below its final 2.295 eV. Started from zero site charges, with 40% of the computed charge change added in each iteration, its gap falls to 0.150 eV right after the first update, and the iteration then runs away instead of converging. With 20% added per iteration, the same start does reach the 2.295 eV state, and its gap never drops below 0.80 eV on the way. It shows that a poor start, combined with large iteration steps, can nearly close the gap even when a self-consistent solution with a wide gap exists.

## A hafnia-zirconia example

For laboratory units, replace \(4\pi\) in (9) by \(1/\varepsilon_0\). The displacement becomes \(D=\varepsilon_0\varepsilon_iE_i+P_i\), which corresponds to \(D/4\pi\) in (12). A convenient value is \(\varepsilon_0=0.08854\) µC/cm\(^2\) per MV/cm.

Take round parameters in the rough regime of ferroelectric hafnia-zirconia layers: \(l_1=3.0\) nm, \(l_2=2.0\) nm, \(P_1=18.0\) and \(P_2=15.0\) µC/cm\(^2\), \(\varepsilon_1=30\) and \(\varepsilon_2=35\). These polarizations resemble remanent values of polycrystalline films; single-domain bulk values along the polar axis, which a supercell calculation would use, are considerably larger. The linear fields depend only on the difference \(P_2-P_1\), but the estimates below for a nonpolar partner and for the double-well model depend on the values themselves. Then

\[
S=2.0(30)+3.0(35)=165\ \text{nm},
\]

\[
\frac{P_2-P_1}{\varepsilon_0}=\frac{-3.0}{0.08854}=-33.9\ \text{MV/cm},
\]

\[
E_1=-33.9\,\frac{2.0}{165}=-0.411\ \text{MV/cm},\qquad
E_2=33.9\,\frac{3.0}{165}=0.616\ \text{MV/cm}.
\]

In the units of a supercell calculation these are \(-0.00411\) and \(0.00616\) V/Å. The drop across each layer is 0.123 V. These values neglect \(\Delta\), which is not known here and need not be small for such thin layers. By (8) it adds \(\varepsilon_2\Delta/S\) to \(E_1\), so that a \(\Delta\) of 0.1 V would change \(E_1\) by 0.21 MV/cm, about half its size. A numerical solution of Poisson's equation for the same sharp layers, on intervals of 0.01 nm, reproduces both fields and the common displacement to the required relative accuracy of \(10^{-6}\).

That displacement is \(18.0-1.09=16.91\) µC/cm\(^2\) from layer 1 and \(15.0+1.91=16.91\) µC/cm\(^2\) from layer 2. Subtracting \(\varepsilon_0E_i\) gives total polarizations of 16.95 and 16.85 µC/cm\(^2\). The initial difference of 3.0 has shrunk to about 0.1 µC/cm\(^2\): with large dielectric constants, the layers polarize each other until they are almost equal.

If layer 2 were nonpolar, with all else fixed, the mismatch would be six times larger and \(E_1\) would be \(-2.5\) MV/cm. This can be compared with a double-well model of the ferroelectric response,

\[
E=\frac{P^3/P_i^2-P}{2\varepsilon_0(\varepsilon_i-1)}, \tag{17}
\]

where \(P\) is the total polarization. Its slope at \(P=P_i\) is \(1/[\varepsilon_0(\varepsilon_i-1)]\), so it has the chosen linear response. The largest opposing field that it allows on the original branch occurs at \(P=P_1/\sqrt3\), where \(dE/dP=0\). For layer 1 it is 1.35 MV/cm. The linear result for a nonpolar partner is far beyond this limit and cannot be used.

## What real layers change

For the original parameters, the double-well model gives \(E_1=-0.433\) MV/cm, 5.5% larger in size than the linear value. With a polarization difference ten times smaller the change is 0.6%, as expected of a correction that begins one order higher in the field. Grading the interfaces over 0.5 nm gives \(E_1=-0.416\) MV/cm, a change of 1.4%.

For the inputs assumed here, trapped interface charge has the largest effect of those sized in this section. Suppose \(1.0\times10^{13}\) electrons per cm\(^2\) sit at 1|2, with the opposite charge at 2|1. Then \(\sigma=-1.60\) µC/cm\(^2\), and (15) reduces \(E_1\) to \(-0.191\) MV/cm, less than half its original size. Full compensation takes \(1.87\times10^{13}\) cm\(^{-2}\). For a trap depth of 1.0 eV, an effective mass of 0.3 electron masses and a barrier taken as flat, the tunnelling factor \(\exp(-2\kappa l_1)\), with \(\kappa=\sqrt{2m\phi}/\hbar\) for mass \(m\) and depth \(\phi\), is about \(5\times10^{-8}\). An attempt rate of \(10^{13}\) s\(^{-1}\) then gives a time of about 2 µs for passage through layer 1. The thinner layer 2 also joins the two interfaces, and the same estimate gives about 7 ns there. These times are only illustrations: a depth of 2.0 eV would make the first about a thousand times longer. They suggest, however, that \(\sigma=0\) need not persist in a device whose interfaces offer suitable traps.

Temperature changes both the polarizations and the dielectric constants. With the dielectric constants held fixed and a rough loss of 0.005 µC/cm\(^2\) per kelvin in layer 1 alone, heating by 60 K lowers \(P_1\) by 0.3 µC/cm\(^2\) and changes \(E_1\) to \(-0.370\) MV/cm. If both layers lost the same amount, their difference and hence the fields would stay fixed at constant \(\varepsilon_i\).

The larger field is 15% of a rough breakdown field of 4.0 MV/cm, and the drop energy is 2% of a rough gap of 5.5 eV. Neither limit is close for these inputs. Domains have not been sized: regions of opposite polarization can compensate one another's bound charge and remove much of the field. Equation (9) therefore describes the single-domain, charge-free state of an insulating supercell too narrow in the plane to hold domains, with layers thick enough for \(\Delta\) to be neglected and fields small enough for a linear response, and a measured film should be compared with it after domains and trapped charge have been considered. The full numerical output follows.

## Values computed for the example and the checks

```
QUANTUM CHAIN (model, no named material)
cell length 5.0 angstrom, area 40.0 angstrom^2
hopping in cell A, B: 2.00, 4.00 eV
hopping between cells: 0.50 eV
site energies +/- A, B: 0.5000, 0.6645 eV
Berry polarization*area A, B: 0.05540, 0.04940 e
dielectric constant A, B: 1.8634, 1.4470
15+10 cells: E = -0.006822, 0.009975 V/angstrom
15+10 cells: gap = 2.801 eV
30+20 cells: E = -0.006776, 0.010034 V/angstrom
30+20 cells: gap = 2.295 eV
30+20, smallest gap, bulk start: 2.295 eV
30+20, smallest gap, zero start: 0.150 eV
size shift of E_A: -0.676 %
extrapolated E: -0.006729, 0.010094 V/angstrom
formula E: -0.006729, 0.010093 V/angstrom
largest formula error: 0.013 %
D mismatch / polarization jump: 0.011 %
EXAMPLE (rough hafnia-zirconia regime)
thickness 1, 2: 3.0, 2.0 nm
zero-field P 1, 2: 18.0, 15.0 uC/cm2
dielectric constant 1, 2: 30, 35
formula E1, E2: -0.4107, 0.6160 MV/cm
same E1, E2: -0.004107, 0.006160 V/angstrom
Poisson E1, E2: -0.4107, 0.6160 MV/cm
common D (SI convention): 16.909 uC/cm2
potential drop in layer 1: 0.1232 V
NEGLECTED EFFECTS
Landau E1, E2: -0.4331, 0.6497 MV/cm
Landau change of E1: 5.46 %
same, P difference 10x smaller: 0.64 %
Landau switching field, layer 1: 1.349 MV/cm
0.5 nm graded interfaces, E1: -0.4163 MV/cm
0.5 nm graded interfaces, E2: 0.6112 MV/cm
trapped electrons assumed: 1.0e+13 cm^-2
E1 with trapped electrons: -0.1914 MV/cm
density for full compensation: 1.872e+13 cm^-2
trap depth 1.0 eV, mass 0.3 m_e
tunnelling factor through layer 1: 4.88e-08
attempt rate 1e+13 1/s, time 2.1e-06 s
pyroelectric loss 0.005 uC/cm2/K, heating 60 K
E1 if only layer 1 loses P: -0.3696 MV/cm
rough breakdown field: 4.0 MV/cm
largest field / breakdown: 0.154
rough band gap: 5.5 eV
drop energy / band gap: 0.0224
```
